# Dynamic roll-off of phonon thermal conductivity under an oscillating temperature gradient

Consider phonons of one kind, with heat capacity per volume $C$, velocity $v_x$ along a temperature gradient and relaxation time $\tau$. If the gradient is uniform and oscillates at angular frequency $W$, it brings in no length of its own. The units of energy and temperature enter through $C$ alone, so the conductivity is proportional to $C$. The units of length then require two powers of velocity, and the units of time leave one factor $\tau$ and one free combination, $W\tau$:

$$\kappa(W)=C v_x^2\tau\,F(W\tau).$$

The even power of $v_x$ agrees with mirror symmetry, since reversing the $x$ axis reverses both flux and gradient. Because a real gradient gives a real flux, $F(-W\tau)=F^*(W\tau)$. Dimensions say no more. The function $F$ must come from kinetics, and it depends on one further dimensionless quantity: how the oscillating heat content of the crystal is supplied.

Let the imposed temperature be $T_0+\mathrm{Re}\,\Theta$, with

$$\Theta(x,t)=G\,x\,e^{-iWt}.$$

The gradient is uniform, but the temperature itself oscillates everywhere except at $x=0$. A uniform flux has zero divergence and cannot deliver the heat for this. In local equilibrium an external source must therefore supply the power density $C_{\rm tot}\,\partial_t\Theta$, where $C_{\rm tot}$ is the sum of $C$ over modes. The source belongs to the problem, and the kinetic equation has to contain it.

Let $e$ be the energy per volume in one mode, measured from equilibrium at $T_0$. For small amplitudes $C$ and $\tau$ keep their values at $T_0$, and the equilibrium value of $e$ at the imposed temperature is $C\Theta$. The relaxation-time equation is

$$\frac{\partial e}{\partial t}+v_x\frac{\partial e}{\partial x}=-\frac{e-C\Theta}{\tau}+h\,C\frac{\partial\Theta}{\partial t}.$$

The last term is direct external heating, and $h$ is the share of the equilibrium heating $C\,\partial_t\Theta$ that the mode receives this way. For $h=1$ the source heats every mode in proportion to its heat capacity. For $h=0$ heat reaches the mode through scattering alone. The description as travelling particles requires $W$ to be far below the phonon's own frequency $\omega$.

By inversion symmetry each mode has a partner with velocity $-v_x$ and the same $C$, $\tau$ and $h$. Let $e_+$ be half the sum of the two energies and $e_-$ half their difference. Half the sum and half the difference of the two kinetic equations are

$$\partial_t e_+ +v_x\partial_x e_-=-\frac{e_+-C\Theta}{\tau}+hC\,\partial_t\Theta,$$

$$\partial_t e_-+v_x\partial_x e_+=-\frac{e_-}{\tau}.$$

The temperature terms are the same for both partners and cancel from the difference. We look for the response at frequency $W$, where $\partial_t\to-iW$, with $e_-$ independent of $x$. Other solutions are free motions that decay as $e^{-t/\tau}$ along each phonon path. With $\partial_x e_-=0$, multiplying both equations by $\tau$ gives

$$(1-iW\tau)\,e_+=(1-ihW\tau)\,C\Theta,$$

$$(1-iW\tau)\,e_-=-v_x\tau\,\partial_x e_+ .$$

Since $\Theta$ is linear in $x$, $\partial_xe_+$ is uniform, and so is $e_-$, as assumed. The second relation does not contain $h$: relative to the gradient of its own energy, each mode has a single pole. The first relation says how that energy follows the imposed temperature.

A pair of partners carries the flux $v_x(e_++e_-)-v_x(e_+-e_-)=2v_xe_-$, so the total flux is $J=\sum v_xe_-$ over all modes. Inserting $\partial_x\Theta=Ge^{-iWt}$ and defining $J=-\kappa(W)\,Ge^{-iWt}$, we obtain

$$\boxed{\kappa(W)=\sum C v_x^2\tau\,\frac{1-ihW\tau}{(1-iW\tau)^2}}$$

For $h=1$ one factor cancels:

$$\kappa(W)=\sum\frac{C v_x^2\tau}{1-iW\tau}\qquad(h=1).$$

This is a single-pole law, and the calculation shows its condition. With $h=1$ the even part is $e_+=C\Theta$, so the collision term summed over each pair vanishes. Collisions then conserve energy at every $x$, and the source provides just the required $C_{\rm tot}\partial_t\Theta$.

For $h=0$ the pole is double. In that case

$$e_+-C\Theta=\frac{iW\tau}{1-iW\tau}\,C\Theta ,$$

so the mode's energy lags behind the imposed temperature, and its flux lags behind its energy gradient. The collision terms of such modes do not sum to zero: the heat comes from whatever they scatter against, which is held at the imposed temperature. If a mode's temperature were defined by its energy, as $e_+/C$, the single pole would return. The order of the pole thus depends on which temperature is held to the prescribed oscillation.

To check the algebra, the original kinetic equation was integrated numerically along phonon paths, with isotropic directions and $C=v=\tau=1$, where $v$ is the speed. For $W\tau=0.3,\,1,\,3$ and $h=0,\,0.5,\,1$, at two phases of the cycle, the energy and flux agreed with the formulas to within $1.8\times10^{-11}$ in these units.

For $h=1$, multiplying numerator and denominator by $1+iW\tau$ separates one mode's contribution into

$$\mathrm{Re}\,\kappa=\frac{Cv_x^2\tau}{1+W^2\tau^2},\qquad
\mathrm{Im}\,\kappa=\frac{Cv_x^2\tau\,W\tau}{1+W^2\tau^2}.$$

Writing $\kappa=|\kappa|e^{i\varphi}$ gives, for real $G$, the real flux $-|\kappa|G\cos(Wt-\varphi)$. A positive $\varphi$ is therefore a lag, and for one mode $\varphi=\arctan W\tau$. When $W\tau\ll1$ the flux follows the gradient. When $W\tau\gg1$ the contribution tends to $iCv_x^2/W$, which no longer contains $\tau$: the gradient reverses before the phonon scatters, and the flux lags by a quarter cycle. For $h=0$ the lag is $2\arctan W\tau$, and the real part, proportional to $1-W^2\tau^2$, changes sign at $W\tau=1$.

The same physics can be read in time. For $h=1$ and an arbitrary gradient $G(t)$, the odd equation is $\partial_te_-+e_-/\tau=-v_xC\,G(t)$. Its integrating factor is $e^{t/\tau}$, which gives

$$J(t)=-\int_0^\infty K(s)\,G(t-s)\,ds,\qquad K(s)=\sum Cv_x^2e^{-s/\tau}.$$

For the pulse $G(t)=e^{-t^2}$ at $t=0.8$, in the units $C=v=\tau=1$, this integral and the path integration both give $-0.226446$. If all modes share one $\tau$, differentiation gives the Cattaneo equation $\tau\,dJ/dt+J=-\kappa(0)G$. With several relaxation times each partial flux obeys its own such equation, but their sum obeys no first-order equation with a single $\tau$.

Since $\int_0^\infty\tau\,dW/(1+W^2\tau^2)=\pi/2$ for any $\tau$, there is also a sum rule for $h=1$,

$$\int_0^\infty\mathrm{Re}\,\kappa(W)\,dW=\frac{\pi}{2}\sum Cv_x^2 .$$

Scattering decides how the response is spread over frequency but not its total area.

The spread of relaxation times decides the shape of the roll-off in a crystal. Take three equal acoustic branches with $\omega=vk$ up to a Debye cutoff, classical heat capacity $k_B$ per mode, and scattering rate $1/\tau=A\omega^2$. Isotropy replaces $v_x^2$ by $v^2/3$, and the three branches cancel the factor $1/3$. The density of wavevectors is $k^2dk/2\pi^2$ per volume, so for $h=1$

$$\kappa(W)=\frac{k_B}{2\pi^2}\int_0^{k_D}\frac{k^2v^2\,dk}{A\omega^2-iW}
=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\frac{\omega^2\,d\omega}{A\omega^2-iW}.$$

At $W=0$ the integrand is the constant $1/A$: equal intervals of phonon frequency contribute equally, because the long lifetimes of slow phonons compensate for their small number. Hence

$$\kappa_0=\frac{k_B\omega_D}{2\pi^2vA}.$$

For $W>0$ put $a^2=-iW/A$, choosing the root with positive real part. Then

$$\frac{\omega^2}{A\omega^2-iW}=\frac1A\left(1-\frac{a^2}{\omega^2+a^2}\right),$$

and the second term integrates to an arctangent. With $W_D=A\omega_D^2$, the largest scattering rate, and $z=a/\omega_D$,

$$\frac{\kappa(W)}{\kappa_0}=1-z\arctan\frac1z,\qquad
z=\sqrt{\frac{-iW}{W_D}}=(1-i)\sqrt{\frac{W}{2W_D}} .$$

For small $W$ we use $\arctan(1/z)=\pi/2-\arctan z$, valid for $\mathrm{Re}\,z>0$, and $\arctan z=z-z^3/3+\dots$:

$$\frac{\kappa}{\kappa_0}=1-\frac{\pi}{2}z+z^2-\frac{z^4}{3}+\dots$$

Here $z^2=-iW/W_D$ is imaginary and $z^4=-(W/W_D)^2$ is real. The fractional loss of the real part is therefore

$$1-\frac{\mathrm{Re}\,\kappa}{\kappa_0}=\frac{\pi}{2}\sqrt{\frac{W}{2W_D}}-\frac13\left(\frac{W}{W_D}\right)^2+\dots$$

A single relaxation time would give a loss proportional to $W^2$. The square root arises because phonons below $\omega=\sqrt{W/A}$, where $W\tau=1$, drop out, and equal frequency intervals had equal shares.

If heat enters through scattering alone, the integrand becomes $\omega^4/[A(\omega^2+a^2)^2]$. Its shortfall from $1/A$ is $1/A$ times

$$1-\frac{\omega^4}{(\omega^2+a^2)^2}=\frac{2a^2}{\omega^2+a^2}-\frac{a^4}{(\omega^2+a^2)^2}.$$

Extending the integral to infinity, which is correct to leading order, gives $\pi a-\pi a/4=3\pi a/4$ in place of $\pi a/2$. The low-frequency loss is thus 1.5 times larger. Quadrature over wavevector at $W/W_D=10^{-6}$ gives coefficients of $z$ with real parts 1.5701 and 2.3548, against $\pi/2=1.5708$ and $3\pi/4=2.3562$.

In the opposite limit, $W\gg W_D$ with $h=1$, the real part of $1/(A\omega^2-iW)$ tends to $A\omega^2/W^2$. Integrating $\omega^2$ times this and dividing by $\omega_D/A$ gives

$$\frac{\mathrm{Re}\,\kappa}{\kappa_0}\to\frac15\left(\frac{W_D}{W}\right)^2 .$$

For numbers, take rough parameters for silicon near 300 K: $v=6400$ m/s, 25 primitive cells per nm$^3$, and $A=5.0\times10^{-17}$ s, chosen to bring $\kappa_0$ near the real conductivity. Each branch holds one mode per cell, so $k_D=(6\pi^2n)^{1/3}$ with $n$ the cell density, and $\omega_D=vk_D=72.94$ rad/ps. Then

$$W_D=(5.0\times10^{-17})(7.294\times10^{13})^2\ \mathrm{s^{-1}}=2.66\times10^{11}\ \mathrm{s^{-1}},$$

$$\kappa_0=\frac{(1.381\times10^{-23})(7.294\times10^{13})}{2\pi^2(6400)(5.0\times10^{-17})}\approx159\ \mathrm{W/(m\,K)}.$$

At 100 MHz, $W=6.283\times10^8$ rad/s and $W/W_D=2.362\times10^{-3}$. The leading loss is $1.571\sqrt{0.001181}=5.4\%$, and the full formula gives the same to the printed digits, because the correction is of order $(W/W_D)^2$. The conductivity is $150.8+8.2i$ W/(m K), a lag of $3.1^\circ$. The loss is 0.54% at 1 MHz, ten times smaller for a hundredfold lower frequency, as the square root requires. That value assumes an unbounded crystal and a rate $A\omega^2$ valid down to about 56 GHz, where the mean free path $v/W$ is 1 mm. Any additional scattering rate above $W$ cuts the square root off: a boundary rate $v/L$ with $L=0.5$ mm lowers the loss at 1 MHz to 0.03%. At 10 GHz it reaches 52%.

A single-$\tau$ model with the same $\kappa_0$, speed and heat capacity, $C_{\rm tot}=1.035$ MJ/(m$^3$ K), has $\tau=3\kappa_0/(C_{\rm tot}v^2)=11.3$ ps. At 100 MHz it loses $(W\tau)^2\approx0.005\%$, about a thousand times less. The phonons responsible for the 5.4% lie around and below 0.56 THz, where $W\tau=1$. That is still far above 100 MHz, so the particle description holds for them.

These phonons also limit the uniform-gradient picture. At $W\tau=1$ the mean free path is $v/W=10.2$ µm, and the gradient must be uniform over such distances. For a profile varying as $e^{iqx}$ with $h=1$, write $e=C\Theta+g$. The heating term cancels $C\,\partial_t\Theta$, leaving

$$\left(\frac1\tau-iW+iqv_x\right)g=-v_xC\,\partial_x\Theta .$$

Solving for $g$ and summing $v_xg$ gives

$$\kappa(q,W)=\sum\frac{Cv_x^2\tau}{1-iW\tau+iqv_x\tau}.$$

This flux has a divergence, which the source $C_{\rm tot}\,\partial_t\Theta$ does not balance. The collision terms then no longer sum to zero, and the formula assumes that whatever the phonons scatter against makes up the difference. The uniform result requires $qv\ll|1/\tau-iW|$ for the modes that matter. When a surface is heated periodically, diffusion confines the oscillation to a depth $\delta=\sqrt{2D/W}$, where $D=\kappa_0/C_{\rm tot}$ is the diffusivity. Here $\delta=0.70$ µm, about fifteen times shorter than $v/W$. Taking $q=1/\delta$ as an estimate, rather than solving the surface problem, which has no volume source, the real part falls about 18% below $\kappa_0$, against 5.4% for the uniform gradient. By this estimate, most of the drop under surface heating at 100 MHz comes from the short thermal profile and not from the time dependence.

Lowering the frequency does not remove the difficulty. The profile affects phonons with $A\omega^2\lesssim qv$. Since $q\propto W^{1/2}$, their share of $\kappa_0$ scales as $W^{1/4}$, while the dynamic loss scales as $W^{1/2}$. Maintaining a uniform gradient instead requires heating throughout the volume. For an amplitude of 0.1 K/µm, the source amplitude at $x=v/W$ is $C_{\rm tot}vG=0.66$ mW/µm$^3$.

Real silicon near room temperature conducts roughly 150 W/(m K), so the model's $\kappa_0$ is typical by construction. Its straight, equal branches are not: real acoustic branches flatten toward the zone boundary, the transverse ones strongly. Replacing them by sine-shaped branches, with $A$, $v$ and the cell density held fixed, lowers the static conductivity to 90 W/(m K) and raises the relative loss at 100 MHz to 9.6%. The absolute loss stays at 8.6 W/(m K), because it comes from slow phonons on the straight part of the branch. If $A$ were then reduced to restore $\kappa_0$, the relative loss, which scales as $A^{-1/2}$ to leading order, would be about 13%. Bose statistics changes the static value to 146 W/(m K) and the loss to 5.9%. Real silicon also stores heat in optical modes, which shortens $\delta$ and makes the profile effect stronger.

Two other assumptions matter less for the static value. A boundary scattering rate $v/L$ for a wafer of thickness $L=0.5$ mm lowers the static conductivity to 157.7 W/(m K) and the loss relative to it to 4.4%. The conductivity at 100 MHz is then 150.7 W/(m K), almost unchanged, so the smaller loss reflects a lower reference. If all phonons are heated through scattering alone, the loss is 8.1% instead of 5.4%. The extra loss per mode, relative to its static share, is $2W^2\tau^2/(1+W^2\tau^2)^2$, which peaks at $W\tau=1$. Phonons with $W\tau\ll1$ hardly notice how they are heated, and those with $W\tau\gg1$ have already dropped out. About 96% of the increase comes from $0.1<W\tau<10$, two thirds of that from the side $W\tau<1$. A relaxation-time model also ignores momentum conservation in some phonon collisions, and that error is not estimated here. At intermediate frequencies the unbounded Debye model with $h=1$ loses 1.7% at 10 MHz and 17% at 1 GHz.

## Numbers as computed

```
TESTS
largest path-integration error (C=v=tau=1): 1.8e-11
pulse flux, path / memory kernel: -0.226446 / -0.226446
low-W slope, h=1: 1.5701 (pi/2 = 1.5708)
low-W slope, h=0: 2.3548 (3pi/4 = 2.3562)
sum rule, area / expected: 0.99996
INPUTS (rough, silicon-like)
temperature: 300 K
sound speed: 6400 m/s
cell density: 25.0 per nm^3
scattering constant A: 5.0e-17 s
STATIC RESULTS
Debye angular frequency: 72.94 rad/ps
shortest relaxation time 1/W_D: 3.759 ps
W_D/(2 pi): 42.34 GHz
acoustic heat capacity: 1.035 MJ/(m^3 K)
static conductivity: 159.43 W/(m K)
ROLL-OFF, h=1: f, Re kappa, Im kappa [W/(m K)], loss, lag
      1 MHz   158.57    0.86   0.540 %   0.31 deg
     10 MHz   156.71    2.68   1.707 %   0.98 deg
    100 MHz   150.83    8.23   5.398 %   3.12 deg
   1000 MHz   132.25   23.45  17.051 %  10.06 deg
  10000 MHz    76.27   48.81  52.163 %  32.62 deg
MAIN CASE, 100 MHz
W: 6.2832e+08 rad/s, W/W_D: 2.3619e-03
loss from leading square-root term: 5.398 %
phonon frequency where W tau = 1: 0.564 THz
mean free path of that phonon, v/W: 10.19 um
single-tau model: tau = 11.28 ps, loss = 0.00502 %
source power at x = v/W for 0.1 K/um: 0.663 mW/um^3
NEGLECTED EFFECTS: static kappa [W/(m K)], loss at 100 MHz
heating through scattering only (h=0): 159.43, 8.096 %
Bose heat capacity: 145.60, 5.907 %
flattened (sine) branches: 89.89, 9.563 %
boundary rate v/L, L = 0.5 mm: 157.70, 4.411 %
thermal penetration depth, surface heating: 0.700 um
loss for profile with q = 1/depth: 17.60 %
```
